# Steady current through a barrier trap and when equal rates maximize it

## A faster entrance, a smaller current

An electron crosses a 40 Å barrier by stopping at a trap on the way. With the trap 19.69 Å from the left electrode, the steady flux is $2.57\times10^{-6}$ eV in units where $\hbar=1$. Moving the trap to 14 Å makes tunnelling between it and the left electrode 50 times faster, yet the flux falls by a factor of 25. Why does a better entrance reduce the current, and why by half the factor gained at the entrance?

The question matters for the gate stack of a normally-off transistor, where traps in the gate insulator can provide a leakage path. The calculation below concerns a one-dimensional model barrier with elastic tunnelling, not a particular insulator. Its example needs a degenerate left electrode: filling the states 0.2 eV above the band bottom at room temperature takes about $10^{20}$ electrons per cm³ at the mass used.

Atomic units are used in the algebra, with $\hbar=1$ and the electron mass and charge equal to one. A rate $\Gamma$ then has the dimension of energy, and its value in eV means $\hbar\Gamma$. The flux $J$ counts electrons per unit time from left to right.

## The simplest case: one state, one direction

Let the trap have a single state, occupied with probability $p$. The left electrode is full at the trap energy and the right one is empty, a situation called full bias here. The trap fills from the left at rate $\Gamma_L$ when empty, and empties to the right at rate $\Gamma_R$ when full. Coupling is weak, so each tunnelling event can be described by a rate. The balance is

$$\frac{dp}{dt}=\Gamma_L(1-p)-\Gamma_R\,p .$$

In the steady state the right side vanishes, so $p=\Gamma_L/(\Gamma_L+\Gamma_R)$. The flux is the emission rate times the probability that there is an electron to emit:

$$J=\Gamma_R\,p=\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R},\qquad \frac1J=\frac1{\Gamma_L}+\frac1{\Gamma_R}. \tag{1}$$

The second form adds the mean waiting time for capture to that for emission. If $\Gamma_L\gg\Gamma_R$, then $J\simeq\Gamma_R$: the trap is nearly always full and emission sets the pace. In the opposite limit $J\simeq\Gamma_L$. The slower step controls the current.

## Adding the exponential barrier

Place the trap at distance $x$ from the left electrode in a barrier of thickness $d$. Its wave function decays as $e^{-\kappa|s-x|}$ with the coordinate $s$, and rates follow the squared amplitude at the electrodes:

$$\Gamma_L=\nu_Le^{-2\kappa x},\qquad \Gamma_R=\nu_Re^{-2\kappa(d-x)}. \tag{2}$$

Take $\kappa$, $\nu_L$ and $\nu_R$ independent of $x$. The product

$$P=\Gamma_L\Gamma_R=\nu_L\nu_Re^{-2\kappa d}$$

does not contain $x$. Moving the trap trades one rate against the other at fixed product, so maximizing $J=P/(\Gamma_L+\Gamma_R)$ means minimizing the sum. From $(\sqrt{\Gamma_L}-\sqrt{\Gamma_R})^2\ge0$ it follows that $\Gamma_L+\Gamma_R\ge2\sqrt P$, and therefore

$$J\le J_{\max}=\frac{\sqrt P}{2}=\frac{\sqrt{\nu_L\nu_R}}{2}\,e^{-\kappa d}. \tag{3}$$

Equality requires $\Gamma_L=\Gamma_R$. Taking the logarithm of this condition gives $\ln\nu_L-2\kappa x=\ln\nu_R-2\kappa d+2\kappa x$, so the best position is

$$x_*=\frac d2+\frac1{4\kappa}\ln\frac{\nu_L}{\nu_R}. \tag{4}$$

This point lies inside the barrier if $|\ln(\nu_L/\nu_R)|<2\kappa d$. Otherwise one rate exceeds the other throughout the barrier, and the largest value of (1) sits at an edge, where weak coupling is itself doubtful.

Measured from $x_*$, the rates are $\Gamma_L=\sqrt P\,e^{-2\kappa(x-x_*)}$ and $\Gamma_R=\sqrt P\,e^{2\kappa(x-x_*)}$. Their sum is $2\sqrt P\cosh[2\kappa(x-x_*)]$, so

$$J(x)=\frac{J_{\max}}{\cosh[2\kappa(x-x_*)]}. \tag{5}$$

This answers the opening question. Let the shift multiply the left rate by $r$. The right rate is divided by $r$, and the flux falls by $(r+1/r)/2$. For $r=50$ this is 25. The factor one half arises because two equal waits at the optimum are replaced by one long wait.

## Where the prefactors come from

A definite trap is needed to test (2). Let all regions have mass $m$, let the barrier be flat, and let the trap be an attractive delta potential at $x$ with energy $\varphi$ below the barrier top. Then $\kappa=\sqrt{2m\varphi}$. In a thick barrier the normalized state is $\sqrt\kappa\,e^{-\kappa|s-x|}$, because $\int e^{-2\kappa|s-x|}ds=1/\kappa$.

At the right interface this state arrives with amplitude $a=\sqrt\kappa\,e^{-\kappa(d-x)}$. Let $b$ be the amplitude of the wave reflected back into the barrier and $t$ that of the outgoing wave $te^{ik(s-d)}$. Continuity of the wave function and of its slope gives

$$a+b=t,\qquad -\kappa(a-b)=ikt .$$

The second equation says $a-b=-ikt/\kappa$. Adding it to the first gives $2a=t(1-ik/\kappa)$, hence $|t|^2=4\kappa^2a^2/(\kappa^2+k^2)$. The outgoing flux is $(k/m)|t|^2$, which has the form (2) with

$$\nu=\frac{4k\kappa^3}{m(k^2+\kappa^2)}=\frac{8\varphi q}{1+q^2},\qquad q=\frac k\kappa=\sqrt{\frac E\varphi}. \tag{6}$$

Here $E=k^2/2m$ is the trap energy above the band bottom of the electrode concerned, and the second form uses $\kappa^2/m=2\varphi$. The left rate follows by reflection. This is the leading order in $e^{-2\kappa x}$ and $e^{-2\kappa(d-x)}$, since the effect of the reflected wave on the trap state has been neglected.

The example has $m=0.3$, $d=40$ Å, $\varphi=1.5$ eV, $E_L=0.2$ eV and $E_R=2.0$ eV, which give $\kappa=0.3437$ Å$^{-1}$. On the left, $q=\sqrt{0.2/1.5}=0.365$ and $\nu_L=12\times0.365/1.133=3.87$ eV. On the right, $q=\sqrt{2.0/1.5}=1.155$ and $\nu_R=12\times1.155/2.333=5.94$ eV. Equation (4) becomes

$$x_*=20+\frac{\ln(3.866/5.938)}{4\times0.3437}=20-0.31=19.69\ \text{Å}.$$

The weaker left coupling is compensated by placing the trap slightly nearer to the left electrode. Both rates are then $5.13\times10^{-6}$ eV, and $J_{\max}$ is half of that, $2.57\times10^{-6}$ eV. This equals $3.90\times10^9$ electrons per second, or 0.625 nA through one trap of this one-dimensional model. A point trap in three dimensions spreads its wave sideways, so its prefactors fall with distance from the electrode; with the same parameters it carries about 0.03 nA, at an optimum near 19.2 Å.

## A test without a rate equation

The same barrier can be treated by the Schrödinger equation as one coherent scattering problem. States arrive from the left at a rate $v\,dk/2\pi=dE/2\pi$, with $v=dE/dk$, so at full bias

$$J=\frac1{2\pi}\int T(E)\,dE,$$

where $T$ is the transmission probability and the integral covers the resonance.

To see why this should agree with (1), let a wave of unit flux drive the trap amplitude $c$. For an isolated narrow level at $E_0$, with $\Gamma=\Gamma_L+\Gamma_R$,

$$c=\frac{w}{E-E_0+i\Gamma/2}.$$

The transmitted flux is $\Gamma_R|c|^2$. Apart from a background phase, the reflected amplitude is $1-i\sqrt{\Gamma_L}\,c$, if direct tunnelling is neglected. Flux conservation requires

$$|1-i\sqrt{\Gamma_L}\,c|^2+\Gamma_R|c|^2=1
\quad\Rightarrow\quad 2\sqrt{\Gamma_L}\,\mathrm{Im}\,c+\Gamma|c|^2=0 .$$

Inserting $c$ and multiplying by $(E-E_0)^2+\Gamma^2/4$ gives

$$2\sqrt{\Gamma_L}\left[(E-E_0)\,\mathrm{Im}\,w-\tfrac{\Gamma}{2}\mathrm{Re}\,w\right]+\Gamma|w|^2=0 .$$

This must hold at every energy near the resonance, so $\mathrm{Im}\,w=0$, and the nonzero solution is $w=\sqrt{\Gamma_L}$. Thus

$$T(E)=\frac{\Gamma_L\Gamma_R}{(E-E_0)^2+\Gamma^2/4}.$$

The integral of $1/[(E-E_0)^2+\Gamma^2/4]$ over energy is $2\pi/\Gamma$, and (1) follows. Sequential and coherent descriptions give the same total flux here, provided that the bias window covers the narrow resonance.

The numerical test uses the full transmission of the barrier with its delta trap, not this resonance formula, integrated over a window of ±0.1 eV around the trap energy:

| $x$ (Å) | $J$ from rates (eV) | $J$ from Schrödinger (eV) |
|---|---|---|
| 14.000 | $1.0286\times10^{-7}$ | $1.0271\times10^{-7}$ |
| 19.688 | $2.5660\times10^{-6}$ | $2.5658\times10^{-6}$ |
| 26.000 | $6.6982\times10^{-8}$ | $6.6965\times10^{-8}$ |

The largest difference in the table is just under 0.15 % of the rate result, at 14 Å. The last digits depend on the window, because the tails of the resonance are cut off: a window of ±0.05 eV gives fluxes up to 0.24 % below the rate result, and one running from the left band bottom to 0.3 eV above the trap gives up to 0.22 % above it. A direct search for the maximum of the coherent flux also gives 19.688 Å. The prefactors, the sequential formula and the optimum are therefore tested together.

## Two limits of the profile: width and thickness

The flux (5) is half its maximum when $\cosh[2\kappa(x-x_*)]=2$, which happens on both sides of $x_*$. The full width is therefore $\operatorname{arcosh}(2)/\kappa=1.317/0.3437=3.83$ Å, less than a tenth of the barrier.

If independent traps with the same energy are spread uniformly through the barrier, their contributions add. With both edges far from $x_*$ on the scale $1/2\kappa$, the limits of integration can be taken to infinity. Using $u=2\kappa(x-x_*)$,

$$\int J\,dx=\frac{J_{\max}}{2\kappa}\int_{-\infty}^{\infty}\frac{du}{\cosh u}
=\frac{J_{\max}}{2\kappa}\Big[2\arctan e^u\Big]_{-\infty}^{\infty}
=\frac{\pi}{2\kappa}J_{\max}.$$

The uniform distribution carries as much current as traps at the best position filling a layer of 4.57 Å.

Now change the thickness and let the trap follow its optimum. Equation (3) gives $J_{\max}\propto e^{-\kappa d}$. Without a trap, the amplitude falls by $e^{-\kappa d}$ across a thick barrier, so direct transmission at fixed energy scales as $e^{-2\kappa d}$. Adding 5 Å multiplies the trap flux by 0.179 and the direct transmission by 0.032, both from the Schrödinger equation and both in agreement with the exponentials. For elastic passage through a single trap in a flat barrier at fixed depth, extra thickness thus suppresses leakage through well-placed traps much less effectively than direct leakage.

## Partly filled electrodes and spin

Let the electrode occupations at the trap energy be $f_L$ and $f_R$, and let the trap hold at most one electron, in any of $g$ equivalent spin states. With $\Gamma_L$ and $\Gamma_R$ now defined per spin state, an empty trap can be filled in $g$ ways, while a full one holds one electron that can leave. Define

$$A=\Gamma_Lf_L+\Gamma_Rf_R,\qquad B=\Gamma_L(1-f_L)+\Gamma_R(1-f_R).$$

Then $dp/dt=gA(1-p)-Bp$. The steady occupation $p=gA/(gA+B)$ is approached at the relaxation rate $gA+B$. The net flux through the left contact is capture minus return:

$$J=g\Gamma_Lf_L(1-p)-\Gamma_L(1-f_L)p
=\frac{g\Gamma_L\,[f_LB-(1-f_L)A]}{gA+B}.$$

In the bracket the terms with $\Gamma_L$ are both $\Gamma_Lf_L(1-f_L)$ and cancel. Those with $\Gamma_R$ give $f_L(1-f_R)-(1-f_L)f_R=f_L-f_R$. Collecting the denominator by electrode,

$$J=\frac{g\Gamma_L\Gamma_R(f_L-f_R)}{h_L\Gamma_L+h_R\Gamma_R},\qquad h_i=1+(g-1)f_i. \tag{7}$$

The flux vanishes for equal occupations, as it must, and (7) returns to (1) for $g=1$ at full bias. Matrix solutions of the master equation with random rates and occupations agree with (7) for $g=1$ and $g=2$.

For $f_L>f_R$ and occupations independent of $x$, the product of $h_L\Gamma_L$ and $h_R\Gamma_R$ is again fixed. The maximum is therefore at $h_L\Gamma_L=h_R\Gamma_R$. At small bias $h_L\simeq h_R$, and equal tunnelling rates remain the condition. At full bias $h_L=g$ and $h_R=1$, so the condition is $g\Gamma_L=\Gamma_R$: total capture and emission rates are equal, while the rates per spin state differ.

For $g=2$ the optimum moves by $\ln2/(4\kappa)=0.50$ Å, to 20.19 Å. The denominator of (7) is then $2\sqrt{gP}$, so the peak is $\sqrt{gP}/2$, larger than the one-state peak by a factor $\sqrt2$.

## When the two slopes differ

Return to $g=1$ and full bias, but let the rates be general functions of position with

$$a_L=-\frac12\frac{d\ln\Gamma_L}{dx},\qquad a_R=\frac12\frac{d\ln\Gamma_R}{dx},$$

both positive. Since $d(1/\Gamma_L)/dx=2a_L/\Gamma_L$ and $d(1/\Gamma_R)/dx=-2a_R/\Gamma_R$, the derivative of $1/J$ vanishes when

$$\frac{\Gamma_L}{\Gamma_R}=\frac{a_L}{a_R}. \tag{8}$$

Equal rates are stationary if and only if the slopes are equal there. The reason is that a small displacement changes each waiting time in proportion to its own slope.

A sloping barrier shows both outcomes. Let its top fall by 1 eV from left to right, with slope $F=0.025$ eV/Å, and keep the prefactors at their previous values. This is a simplification: for an actual trap the prefactors also vary with position, and their logarithmic slopes would contribute to $a_L$ and $a_R$. Each rate now contains $\exp(-2\int\kappa(s)\,ds)$ over its part of the barrier, with $\kappa(s)$ set by the local barrier height above the trap energy.

First hold the trap energy fixed, 1.5 eV below the barrier top at mid-thickness. The two integrals add up to the integral over the whole barrier, so $P$ is again constant and $a_L=a_R=\kappa(x)$. With the prefactors held fixed, equal rates are optimal, at 18.03 Å. The point lies further left than before because the left part of the barrier is now higher and contributes more decay per unit length.

Next let the trap stay 1.5 eV below the local barrier top, as a defect level tied to the band edge would. Its energy then changes as it moves. Measuring distance from the trap, the left integral is

$$\int_0^x\sqrt{2m(\varphi+Fu)}\,du .$$

Its derivative is the integrand at $u=x$, the decay constant at the left interface. Similarly, $a_R$ is the decay constant at the right interface:

$$a_L=\sqrt{2m(\varphi+Fx)},\qquad a_R=\sqrt{2m[\varphi-F(d-x)]}.$$

The numerical maximum is at 17.69 Å, where $a_L=0.3911$ Å$^{-1}$ and $a_R=0.2724$ Å$^{-1}$. Their ratio is 1.436, as is the computed $\Gamma_L/\Gamma_R$, in agreement with (8).

Is this stationary point a maximum of $J$? Differentiating $1/J$ once more and using (8) leaves a positive factor times

$$2(a_L+a_R)+\frac{d\ln a_L}{dx}-\frac{d\ln a_R}{dx}.$$

The first term is 1.33 Å$^{-1}$. The second is positive, and the last has magnitude $F/\{2[\varphi-F(d-x)]\}=0.025/(2\times0.942)=0.013$ Å$^{-1}$. The sum is positive, so $1/J$ has a minimum and $J$ a maximum.

Equal rates occur at 17.96 Å and give 98.4 % of the maximum flux. The loss is small because the flux is flat near its peak, but at the optimum of this fixed-prefactor model the left rate exceeds the right one by 44 % of the right one. Equal rates are thus a good estimate here, without being the optimum. For a delta trap in the same slope, with $E_L=0.2$ eV and $E_R=2.0$ eV at mid-thickness and the prefactors free to vary, the Schrödinger equation shifts these numbers: the pinned level peaks at 17.72 Å with a rate ratio of 1.50, and the level of fixed energy peaks at 17.96 Å with a ratio of 1.05, since $P$ is then no longer constant.

Equation (8) also applies when an electron loses energy in the trap and leaves at a lower energy, provided that return to the left is negligible, that the relaxation is fast compared with emission from the unrelaxed state, and that the relaxation time does not depend on position. Capture and emission then generally have different decay constants. Double occupation, hopping between traps and resonances as broad as the bias window lie outside the model. The numerical output gives the remaining values.

## Numbers as computed

```
mass (electron masses)              0.30
barrier thickness                   40.0 angstrom
trap depth                          1.50 eV
trap above left band bottom         0.20 eV
trap above right band bottom        2.00 eV
energy integration half-width       0.10 eV
kappa                               0.3437 1/angstrom
prefactor left                      3.866 eV
prefactor right                     5.938 eV
position (angstrom), GL, GR, J rate formula, J Schroedinger (eV)
   14.000  2.5595e-04  1.0290e-07  1.0286e-07  1.0271e-07
   17.000  3.2555e-05  8.0899e-07  7.8937e-07  7.8921e-07
   19.688  5.1319e-06  5.1319e-06  2.5660e-06  2.5658e-06
   23.000  5.2670e-07  5.0004e-05  5.2121e-07  5.2118e-07
   26.000  6.6993e-08  3.9313e-04  6.6982e-08  6.6965e-08
best position, formula              19.688 angstrom
best position, Schroedinger         19.688 angstrom
peak flux, formula                  2.5660e-06 eV
peak flux                           3.898e+09 1/s
peak current of one trap            0.625 nA
full width at half maximum          3.832 angstrom
effective length pi/(2 kappa)       4.571 angstrom
added thickness in scaling test     5.0 angstrom
trap flux ratio, Schroedinger       0.1794
exp(-kappa*added)                   0.1794
direct transmission ratio           0.03217
exp(-2*kappa*added)                 0.03217
two spins: best position            20.192 angstrom
two spins: GR/GL at best position   2.0000
two spins: peak flux                3.6288e-06 eV
two spins: peak / one-spin peak     1.4142
sloping barrier: energy drop        1.00 eV
fixed energy: best position         18.025 angstrom
fixed energy: equal-rate position   18.025 angstrom
fixed depth: best position          17.689 angstrom
fixed depth: equal-rate position    17.962 angstrom
fixed depth: kappa left interface   0.3911 1/angstrom
fixed depth: kappa right interface  0.2724 1/angstrom
fixed depth: GL/GR at best position 1.4357
fixed depth: J(equal rates)/J(best) 0.9841
```
